# Why a Shrinking Prismatic Loop Loses Area at a Steady Rate

## A number to explain

A model dislocation loop in silicon, held at 1373 K, starts with a radius of 200 nm. It needs 919 s to shrink to 150 nm, another 651 s to reach 100 nm, and only 383 s more to reach 50 nm. The mean speed of the edge rises from 0.054 to 0.131 nm/s between the first and the last interval. Yet the loss of *squared* radius per second is 19.0, 19.2 and 19.6 nm²/s in the three intervals, which is almost constant.

The loop is circular and prismatic: its Burgers vector, of length $b$, is normal to its plane. It is an extra disc of atoms of thickness $b$, with no stacking fault. With $\Omega$ the volume per atom, the disc holds

$$N=\frac{\pi R^2 b}{\Omega}$$

atoms. A steady loss of $R^2$ therefore means that the loop loses the same number of atoms per second whatever its size.

## Stage 1: a line with constant tension

Let the edge first have a constant energy $\tau$ per length, so that $E=2\pi R\tau$. The energy released per area removed is

$$F=\frac{dE}{d(\pi R^2)}=\frac{1}{2\pi R}\frac{dE}{dR}=\frac{\tau}{R}.$$

This is also the inward climb force per length of line. One atom occupies an area $\Omega/b$ of the loop, so its removal releases $F\Omega/b$. In units of the thermal energy,

$$\alpha=\frac{F\Omega}{b\,k_BT}.$$

**Concentrations at the edge.** Assume that the edge exchanges point defects freely with the crystal beside it. Emitting an interstitial is cheaper by $F\Omega/b$ than in a crystal without the loop. Emitting a vacancy is dearer by the same amount, because the displaced atom must join the loop. If $x_I$ and $x_V$ are the equilibrium site fractions, their values at the edge are

$$x_Ie^{\alpha},\qquad x_Ve^{-\alpha}.$$

Far away they are $x_I$ and $x_V$. Interstitials flow out, vacancies flow in, and both remove atoms from the loop.

**The diffusion field.** Assume a steady field in an infinite crystal. For one carrier the excess concentration $c$ obeys $\nabla^2c=0$. Represent the loop by a ring source of strength $Q$, defined so that $c\to Q/(\text{distance})$ far away; the outward current is then $4\pi DQ$. At a small distance $r$ from the ring,

$$c(r)=\frac{Q}{2\pi}\int_0^{2\pi}\frac{d\theta}{\sqrt{4R^2\sin^2(\theta/2)+r^2}}
=\frac{2Q}{\pi}\int_0^{\pi/2}\frac{d\psi}{\sqrt{4R^2\sin^2\psi+r^2}} .$$

Split the last integral at an angle $\delta$ with $r/R\ll\delta\ll1$. Below $\delta$, $\sin\psi\approx\psi$ and the integral gives $\frac{1}{2R}\ln(4R\delta/r)$. Above $\delta$, $r$ can be dropped, leaving $\frac{1}{2R}\ln(2/\delta)$. The arbitrary $\delta$ cancels in the sum:

$$c(r)=\frac{Q}{\pi R}\ln\frac{8R}{r}. \tag{1}$$

Let the edge capture and emit defects on a tube of radius $r_d\ll R$. The ratio of source strength to concentration there is a length,

$$C=\frac{\pi R}{L_d},\qquad L_d=\ln\frac{8R}{r_d}.$$

**Atom balance.** A site fraction $x$ is a number density $x/\Omega$. Adding the two currents gives

$$\frac{dN}{dt}=-\frac{4\pi C}{\Omega}\left[D_Ix_I(e^\alpha-1)+D_Vx_V(1-e^{-\alpha})\right].$$

Recombination in the crystal does not alter this sum. It removes one defect of each kind, so $D_Ic_I-D_Vc_V$ still obeys Laplace's equation with the same boundary values. Define

$$D_s=D_Ix_I+D_Vx_V,\qquad \phi=\frac{D_Ix_I}{D_s},$$
$$g=\phi(e^\alpha-1)+(1-\phi)(1-e^{-\alpha}).$$

Here $D_s$ is the self-diffusion coefficient without the correlation factor of a tracer experiment. Since $dN/dt=(\pi b/\Omega)\,d(R^2)/dt$,

$$\frac{d(R^2)}{dt}=-\frac{4CD_s}{b}\,g=-\frac{4\pi R D_s}{bL_d}\,g. \tag{2}$$

For $\alpha\ll1$, $g\approx\alpha=\tau\Omega/(Rb\,k_BT)$, and $R$ cancels:

$$\frac{d(R^2)}{dt}=-\frac{4\pi D_s\tau\Omega}{b^2k_BT\,L_d}.$$

The cause of the steady loss is now visible. At a smaller loop the defect concentrations at the edge lie further from equilibrium, in proportion to $1/R$, but the edge that exchanges defects is shorter, in proportion to $R$. In the limit $R\to\infty$ the edge speed vanishes, as it must for a straight line with no curvature to drive it.

## Stage 2: the elastic line tension

The tension of a real dislocation is not constant, because its strain field extends over the whole loop. Take an isotropic crystal with shear modulus $\mu$ and Poisson ratio $\nu$, and find the energy needed to open a plane by the thickness of the disc.

**One wave of opening.** In the half-space $z>0$ try

$$u_z=A\,[2(1-\nu)+kz]\,e^{-kz}\cos kx,$$
$$u_x=A\,[-(1-2\nu)+kz]\,e^{-kz}\sin kx .$$

The divergence is $-2(1-2\nu)Ak\,e^{-kz}\cos kx$. The Laplacians of $u_z$ and $u_x$ are $-2Ak^2e^{-kz}$ times $\cos kx$ and $\sin kx$. They cancel the gradient of the divergence divided by $1-2\nu$, so the equilibrium equation $\nabla^2\mathbf u+\nabla(\nabla\!\cdot\!\mathbf u)/(1-2\nu)=0$ holds. At $z=0$, $\partial_zu_x=2(1-\nu)Ak\sin kx=-\partial_xu_z$, so there is no shear stress. The normal stress is

$$\sigma_{zz}=2\mu\left[\partial_zu_z+\frac{\nu}{1-2\nu}\nabla\!\cdot\!\mathbf u\right]_{z=0}=-2\mu Ak\cos kx .$$

The lower half is the mirror image, so the total opening is $u=2u_z=4(1-\nu)A\cos kx$. The pressure is therefore

$$p=\frac{\mu k}{2(1-\nu)}\,u .$$

**The disc.** The Fourier transform of an opening $b$ inside radius $R$ is

$$\hat u=2\pi b\int_0^RJ_0(kr)\,r\,dr=\frac{2\pi bR}{k}J_1(kR).$$

The work of opening is $\frac12\int pu\,dA$. A sharp edge makes it diverge, so smear the edge by a factor $e^{-kh/2}$ in $\hat u$, with $h\ll R$. Then

$$E=\frac12\int\!\frac{d^2k}{(2\pi)^2}\frac{\mu k}{2(1-\nu)}|\hat u|^2
=\frac{\pi\mu b^2R^2}{2(1-\nu)}\int_0^\infty\!J_1^2(kR)\,e^{-kh}dk .$$

To do the integral, take two points on the circle separated by angle $\theta$, and average the product of their plane waves over the direction of $\mathbf k$. The expansion $e^{iy\cos\beta}=\sum_n i^nJ_n(y)e^{in\beta}$ gives

$$J_0\!\left(2kR\sin\tfrac\theta2\right)=\sum_nJ_n^2(kR)\,e^{in\theta}.$$

Multiplying by $\cos\theta$ and averaging over $\theta$ selects $J_1^2$. With $\int_0^\infty J_0(ka)e^{-kh}dk=1/\sqrt{a^2+h^2}$,

$$\int_0^\infty\!J_1^2e^{-kh}dk=\frac1{2\pi}\int_0^{2\pi}\frac{(1-2\sin^2\frac\theta2)\,d\theta}{\sqrt{4R^2\sin^2\frac\theta2+h^2}} .$$

The first part is the ring integral of (1) and gives $\frac{1}{\pi R}\ln(8R/h)$. In the second part $h$ can be dropped, leaving $-\frac1{2\pi R}\int_0^{2\pi}\sin\frac\theta2\,d\theta=-\frac{2}{\pi R}$. Hence

$$E=\frac{\mu b^2R}{2(1-\nu)}\left[\ln\frac{8R}{h}-2\right]=\frac{\mu b^2R}{2(1-\nu)}(L_e-1),$$
$$L_e=\ln\frac{8R}{r_c},\qquad r_c=e\,h ,$$

where $e$ is the base of natural logarithms. A further core energy $w$ per length adds $2\pi Rw$, which multiplies $r_c$ by $\exp[-4\pi(1-\nu)w/(\mu b^2)]$ and changes nothing else.

Differentiation gives $dE/dR\propto(L_e-1)+1=L_e$, so

$$F=\frac{\mu b^2L_e}{4\pi(1-\nu)R}. \tag{3}$$

**The law.** Equation (3) is stage 1 with $\tau=\mu b^2L_e/[4\pi(1-\nu)]$. The factor $b^2$ cancels, and

$$\boxed{\;R^2=R_0^2-Kt,\qquad K=\frac{D_s\,\mu\Omega}{(1-\nu)k_BT}\,\frac{L_e}{L_d}\;} \tag{4}$$

when $L_e/L_d$ is held constant. Both logarithms come from the same ring integral and differ only in their core radius. When $r_c=r_d$, their ratio is 1 at every $R$, and for $\alpha\ll1$ and thin cores the law needs no frozen logarithm. Otherwise,

$$\frac{d\ln K}{d\ln R}=\frac1{L_e}-\frac1{L_d}. \tag{5}$$

## Numbers for silicon

The inputs are rough typical values: lattice parameter 0.543 nm, $b=0.384$ nm, $\Omega=0.0200$ nm³, $\mu=60$ GPa, $\nu=0.22$ and $D_s=2\times10^{-15}$ cm²/s at $T=1373$ K, where $k_BT=0.1183$ eV. The core radii are chosen as $r_c=b/4$ and $r_d=b$.

Since 1 GPa is 6.242 eV/nm³, $\mu\Omega=7.49$ eV, and

$$\frac{\mu\Omega}{(1-\nu)k_BT}=\frac{7.49}{0.78\times0.1183}=81.2 .$$

At $R_0=200$ nm, $L_e=9.72$ and $L_d=8.33$, with ratio 1.166. Therefore

$$K=81.2\times(2\times10^{-15})\times1.166=1.89\times10^{-13}\ \text{cm}^2/\text{s}=18.9\ \text{nm}^2/\text{s},$$

and the lifetime is $R_0^2/K=2.1\times10^3$ s, or 35 min.

The rate was also computed without the thin-ring formulas. The force came from numerical integration of $J_1^2e^{-kh}$ and a finite difference in $R$. The diffusion field came from ring sources inside the tube, fitted to a constant concentration on its surface. The result was again $1.894\times10^{-13}$ cm²/s.

From 200 to 50 nm, $L_d$ falls by 17 %, but $L_e/L_d$ rises only from 1.166 to 1.200. Equation (5) gives a logarithmic slope of $-0.0185$ at 141 nm. Freezing the ratio is thus much milder than freezing either logarithm alone.

## Stage 3: a finite driving force

Here $\alpha=0.121$ at 200 nm and 0.41 at 50 nm, so the linear step $g\approx\alpha$ must be examined. Expanding,

$$g=\alpha+(2\phi-1)\frac{\alpha^2}{2}+\frac{\alpha^3}{6}+\dots$$

For equal carrier shares the quadratic term vanishes and $g=\sinh\alpha$. The table gives the time in seconds to reach each radius. The last three columns integrate (2) numerically with the full $g$ and running logarithms.

| $R$ (nm) | law (4) | $\phi=0$ | $\phi=0.5$ | $\phi=1$ |
|---|---|---|---|---|
| 150 | 924 | 986 | 919 | 861 |
| 100 | 1584 | 1702 | 1570 | 1457 |
| 50 | 1980 | 2149 | 1953 | 1792 |
| 10 | 2106 | 2315 | 2066 | 1880 |

The opening numbers are the column $\phi=0.5$. Down to 50 nm its $R^2$ departs from the straight line by at most 1.3 % of $R_0^2$. The slight quickening has two sources. At 50 nm the logarithm ratio has raised the rate by 2.8 %, and $\sinh\alpha/\alpha$ raises it by another 2.9 %.

The spread between carriers follows from an identity. Write $t_V$ and $t_I$ for the times with vacancies alone ($\phi=0$) and interstitials alone ($\phi=1$). Since $dt=-bL_d\,dR/(2\pi D_sg)$ and

$$\frac1{1-e^{-\alpha}}-\frac1{e^\alpha-1}=1,$$

their difference does not contain the driving force at all:

$$t_V-t_I=\frac{b}{2\pi D_s}\int_R^{R_0}\!L_d\,dR'=\frac{b}{2\pi D_s}\Big[R'(L_d-1)\Big]_R^{R_0}.$$

Down to 10 nm the bracket is $1467-43=1424$ nm, and with $D_s=0.2$ nm²/s the prefactor is 0.3055 s/nm. The product, 435 s, equals the difference $2315-1880$ in the table.

To find the shift from the linear lifetime, freeze the logarithms and use $1/g\approx1/\alpha-(2\phi-1)/2$ with $\alpha=\alpha_0R_0/R$:

$$t_{\rm life}\approx\frac{R_0^2}{K}\left[1-(2\phi-1)\alpha_0\right].$$

This is first order in $\alpha_0$. For the present loop this estimate is 12 % shorter for interstitials alone and 12 % longer for vacancies alone. The table, with running logarithms and the full $g$, gives 11 % shorter and 10 % longer than law (4) down to 10 nm.

## Stage 4: oxidation and nitridation

Suppose that the surroundings hold interstitials at $S$ times their equilibrium concentration and vacancies at $1/S$ times theirs, as local recombination equilibrium requires. The far concentrations in $g$ change, and

$$g=\phi(e^\alpha-S)+(1-\phi)\left(\frac1S-e^{-\alpha}\right)=(e^\alpha-S)\left[\phi+\frac{1-\phi}{Se^\alpha}\right].$$

The last bracket is positive, so the loop shrinks for $S<e^\alpha$ and grows for $S>e^\alpha$. At $S=1$ the earlier result returns. The 200 nm loop stops shrinking at $S=1.13$: a 13 % supersaturation balances its entire line tension.

Thermal oxidation of silicon injects interstitials, and direct nitridation lowers their concentration. With $\phi=0.5$ and $R=200$ nm, an illustrative $S=1.5$ makes the rate $-2.45$ times the inert one, so the loop grows. With $S=0.5$ it shrinks 7.2 times as fast. When the background dominates $\alpha$, $g$ varies little, and (2) then makes $R$, not $R^2$, roughly linear in time. For $S=0.5$ the edge speed still rises by 22 % as the loop shrinks from 200 to 100 nm, because $\alpha$ and $L_d$ change. Equation (4) is therefore a law for inert anneals.

## Stage 5: what else can move the rate

**Slow transfer at the edge.** Let defects cross the tube surface with a finite speed $k_t$, the same ratio $D/k_t$ holding for both carriers. By (1) the gradient at the tube is $Q/(\pi Rr_d)$, so the concentration drop across the surface is $(D/k_t)\,Q/(\pi Rr_d)$. Adding it to (1) gives

$$L_d\;\to\;L_d+\frac{D}{k_tr_d}.$$

For $D/k_t=r_d$ the rate falls by 11 %; for $D/k_t=r_dL_d=3.2$ nm it halves. In the opposite limit to diffusion control the added term dominates, and the rate of loss of $R^2$ is proportional to $L_e$ alone. From 200 to 50 nm $L_e$ falls by 14 %, so this rate still changes little. A nearly straight plot of $R^2$ against time does not, by itself, prove diffusion control.

**A nearby surface.** A surface at depth $d\gg R$ that holds defects at equilibrium acts as an image ring of opposite sign at distance $2d$. It lowers the concentration at the loop by $Q/(2d)$, so $L_d\to L_d-\pi R/(2d)$. At $d=1000$ nm this alone raises $K$ by 3.9 %. A free surface also relaxes the strain field of the loop, which lowers $F$ by about 0.6 %, so the net rise is about 3.3 %.

**Other loops.** Each neighbour raises the interstitial concentration around the loop and lowers the vacancy concentration, which slows the shrinkage. For identical loops in a square array 1000 nm below such a surface, the fields of the neighbours and their images were summed numerically, treating each neighbour as a point and leaving out its strain field. Relative to a lone loop at the same depth, the rate is multiplied by 0.96 at $10^7$ loops per cm² and by 0.58 at $10^8$. Relative to a lone loop in an infinite crystal, the factors are 1.00 and 0.60.

**A stacking fault.** A fault adds a constant energy per area to $F$. For a faulted loop with $b=0.314$ nm, $r_c=b/4$ and $R=200$ nm, the line tension gives 0.030 N/m against a rough fault energy of 0.06 N/m. At this size the constant part is the larger one, and law (4) does not apply. The line tension grows roughly as $1/R$ and becomes the larger part below about 90 nm.

**The steady field.** A defect crosses a distance $R_0$ in about $R_0^2/D$. If one carrier supplies most of $D_s$, with site fraction $x$, this time divided by the lifetime is about $xK/D_s$. Even an assumed $x=10^{-6}$ gives $10^{-4}$, so the field keeps up with the loop.

**Parameters.** With the other inputs fixed, doubling $r_d$ raises $K$ by 9 %. This matters because the diffusion equation above leaves out the drift of defects in the strain field of the loop, which acts much like a larger $r_d$. If both kinds of defect change the crystal volume by between half and one atomic volume, in either direction, an isotropic continuum estimate of this drift raises $K$ by about 12 to 23 % for the 200 nm loop. Silicon is also elastically anisotropic. Rough shear moduli of 51 and 80 GPa for different directions would change $K$ by $-15$ and $+33$ %, but these are extremes: a loop averages over directions, so the actual effect is smaller. A furnace 10 K hotter raises $K$ by 33 % if the activation energy of $D_s$ is about 4.8 eV.

## Beside real silicon

The temperature suits a high-temperature furnace anneal, but the loop is large and isolated. Loops left by ion implantation are typically tens of nanometres in radius, lie much closer to the surface and to one another, and are often faulted. Unfaulted ones commonly lie near {111} planes with a Burgers vector inclined to the loop plane, not normal to it as in this model. Only its normal component $b_n$ then adds atoms to the loop, so $K$ is proportional to the line tension divided by $b_n^2$. For a circular loop on a {111} plane whose Burgers vector is tilted by 35° from the normal, $b_n^2=\frac23b^2$. The isotropic line tension falls by only about 4 %, so $K$ is about 1.4 times the value found here. Among implanted loops the assumption of isolation can also fail: for the 200 nm loops above, neighbours at $10^8$ loops per cm² already cost about 40 % of the rate. Loops of unequal size also exchange atoms with one another. The 35 min lifetime is an estimate for a lone, unfaulted loop in an inert ambient, with its Burgers vector normal to its plane. Its uncertainty is tens of per cent from temperature and elasticity alone, besides that of the rough $D_s$, to which $K$ is proportional. The value used here is close to tracer measurements. Dividing it by a correlation factor of roughly 0.5 to 0.7, as the definition of $D_s$ requires, would raise $K$ by a factor of about 1.4 to 2 and shorten the lifetime accordingly.
